# Fitting growth stress and finding inseparable diffusivity and boundary parameters

## Definitions and conventions

A polycrystalline film has grain width $L$ and grows at thickness rate $R$ and temperature $T$. Tensile stress is positive. A newly formed boundary segment carries stress $s_T$. Atoms then enter or leave the boundary until the next layer, of height $a$, buries the segment. The stress at burial is $s$; in steady growth each layer repeats it.

The biaxial modulus is $M$, the atomic volume is $\Omega=a^3$, and $u=1/(kT)$ is an inverse energy, with $k$ Boltzmann's constant. Surface diffusion follows $D=D_0e^{-E_du}$. The adatom coverage beside the boundary is $c$, and an extra barrier $E_b$ for entering the boundary multiplies the hop rate by $p=e^{-E_bu}$. A surface atom has excess chemical potential $\mu_s$ over an atom in an unstressed boundary. Insertion stops at $s_C=-\mu_s/\Omega$, where the gain $\mu_s$ is balanced by work against compression.

The model takes $L$ and $M$ as known, $c$ and $\mu_s$ as independent of rate and temperature, and buried segments as inert. The data are the stresses of newly added material at the growth temperature, with independent Gaussian errors of standard deviation $e$. Stress from later cooling is not included.

## From hops to stress

On a square surface lattice with total hop frequency $\nu$, $D=a^2\nu/4$, so the frequency in one direction is $\nu/4=D/a^2$. A boundary site is fed from two sides, each occupied with probability $c$. The forward rate is therefore $2cDp/a^2$.

Inserting an atom lowers the free energy by $\mu_s+s\Omega$: tension helps insertion. Detailed balance makes the reverse rate equal to the forward rate times $e^{-(\mu_s+s\Omega)/kT}$. The rate law adopted here puts the stress dependence into the reverse hop. With $N$ inserted atoms per boundary site,

$$\frac{dN}{dt}=\frac{2cDp}{a^2}\left[1-e^{-(\mu_s+s\Omega)/kT}\right].$$

The inserted atoms widen the boundary by $Na$. Spread over one grain width, this is a compressive strain $Na/L$, so

$$s=s_T-\frac{MaN}{L}.$$

Define $y=(s-s_C)\Omega/kT$. Since $\mu_s=-s_C\Omega$, the exponent in the hop law is $-y$. Differentiation of $y$ gives

$$\frac{dy}{dt}=-\frac{\Omega}{kT}\frac{Ma}{L}\frac{dN}{dt}
=-\frac{2cDpM\Omega}{aLkT}(1-e^{-y}).$$

Multiplying by $e^y$ turns this into a linear equation for $e^y-1$:

$$\frac{d(e^y-1)}{dt}=-\frac{2cDpM\Omega}{aLkT}(e^y-1).$$

The layer has time $a/R$ before burial. The total decay exponent is the coefficient times this time, and $a$ cancels:

$$x=\frac{M\Omega}{kTLR}\,B e^{-Eu},\qquad B=2cD_0,\quad E=E_d+E_b.$$

With $y_0=(s_T-s_C)\Omega/kT$, the value at burial obeys $e^y-1=(e^{y_0}-1)e^{-x}$. Hence

$$s=s_C+\frac{kT}{\Omega}\ln S,\qquad S=1+(e^{y_0}-1)e^{-x}.$$

For $x\to0$, $S\to e^{y_0}$ and $s\to s_T$: the layer is buried before it relaxes. For $x\to\infty$, $S\to1$ and $s\to s_C$. In that limit $s-s_C\simeq(kT/\Omega)(e^{y_0}-1)e^{-x}$, so slow, hot growth measures $s_C$ well but carries exponentially little information on the rate.

## Derivatives and the Fisher matrix

Let $w=e^{y_0-x}/S$. Because $\partial y_0/\partial s_T=\Omega/kT$, the factor $kT/\Omega$ cancels and

$$\frac{\partial s}{\partial s_T}=w.$$

For $s_C$ the explicit term adds one, while $y_0$ changes with the opposite sign:

$$\frac{\partial s}{\partial s_C}=1-w=\frac{1-e^{-x}}{S}.$$

The last form follows from $S-e^{y_0-x}=1-e^{-x}$. Since $\partial x/\partial\ln B=x$ and $\partial S/\partial x=-(S-1)$,

$$g\equiv\frac{\partial s}{\partial\ln B}
=-\frac{kT}{\Omega}\,x\,\frac{S-1}{S},\qquad
\frac{\partial s}{\partial E}=-ug.$$

These four derivatives, evaluated at every datum, form the columns of $J$. For small parameter changes $\delta$, the misfit rises by $|J\delta|^2/e^2$, so the Fisher matrix is $F=J^TJ/e^2$. If it is invertible, $F^{-1}$ is the leading-order covariance of the fitted parameters. For unequal errors, each row of $J$ and each residual is divided by its own error first.

## The exactly invisible combinations

The physical parameters are six: $s_T,s_C,\ln D_0,E_d,\ln c,E_b$. The stress sees the last four only through

$$\ln B=\ln2+\ln D_0+\ln c,\qquad E=E_d+E_b.$$

By the chain rule, the columns for $\ln D_0$ and $\ln c$ are equal, as are those for $E_d$ and $E_b$. The six-column Jacobian therefore has rank at most four. Two null directions are

$$\delta\ln D_0=-\delta\ln c,\qquad \delta E_d=-\delta E_b.$$

They are invisible for finite moves too, because $D_0\to\lambda D_0$, $c\to c/\lambda$ leaves $B$ unchanged, and $E_d\to E_d+\eta$, $E_b\to E_b-\eta$ leaves $E$ unchanged. More rates, more temperatures or several known grain widths do not help within this model, since $L$ enters $x$ as a known factor multiplying the same $B$ and $E$.

Thermodynamics offers a link, $\mu_s=kT\ln(c/c_{eq})$, with $c_{eq}$ the coverage in equilibrium with an unstressed boundary. Here $c_{eq}$ is unknown, so the link adds an unknown along with an equation. Independent knowledge of $c_{eq}$ would add information. The link also restricts the model: $c$ and $\mu_s$ can both be independent of temperature only if $c_{eq}\propto e^{-\mu_su}$, with $\mu_s$ as small as 0.015 eV in the example below. If instead $c_{eq}\propto e^{-E_fu}$ with a formation energy $E_f$ and $\mu_s$ is constant, then $c\propto e^{-(E_f-\mu_s)u}$. The fitted energy becomes $E_d+E_b+E_f-\mu_s$, and no misfit reveals the extra term. If $c$ is constant, $s_C$ changes with temperature.

## The visible but weak combinations

**Prefactor against activation energy.** Over a narrow temperature range, a larger $B$ can be offset by a larger $E$. To find the best-measured combination, let $P$ project out the columns for $s_T$ and $s_C$, which means that these two are refitted freely. Write $g_\perp=Pg$ and $h_\perp=P(ug)$. The misfit rise is

$$\Delta\chi^2=\frac{|g_\perp\,\delta\ln B-h_\perp\,\delta E|^2}{e^2}.$$

Introduce $q=\ln B-Eu_*$, so that $\delta\ln B=\delta q+u_*\delta E$. The vector inside becomes $g_\perp\delta q-(h_\perp-u_*g_\perp)\delta E$. Its cross term vanishes when

$$u_*=\frac{g_\perp\cdot h_\perp}{g_\perp\cdot g_\perp},
\qquad T_*=\frac1{ku_*}.$$

Then $q$ and $E$ have uncorrelated errors, with $\mathrm{var}(q)=e^2/|g_\perp|^2$. At any other $u$, $\ln B-Eu=q-E(u-u_*)$, so

$$\mathrm{var}(\ln B-Eu)=\mathrm{var}(q)+(u-u_*)^2\mathrm{var}(E).$$

The rate factor $Be^{-Eu}$ is thus best known at $T_*$. The intercept $\ln B$ belongs to $u=0$, infinite temperature, and inherits the error of a long extrapolation.

**Diffusivity against boundary potential.** Consider one temperature and fast growth, $x\ll1$, and write $x=K/R$. From $dS/dx=-(S-1)$,

$$\frac{ds}{dx}=-\frac{kT}{\Omega}\left(1-\frac1S\right),\qquad
\frac{d^2s}{dx^2}=\frac{kT}{\Omega}\frac{S-1}{S^2}.$$

Setting $S=e^{y_0}$ at $x=0$ and expanding to second order gives

$$s\simeq s_T-\frac GR+\frac H{R^2},$$

$$G=\frac{kT}{\Omega}(1-e^{-y_0})K,\qquad
H=\frac{kT}{2\Omega}e^{-y_0}(1-e^{-y_0})K^2.$$

Eliminating $K$ with the first relation yields

$$H=\frac{\Omega}{kT}\frac{G^2}{2(e^{y_0}-1)}.$$

To first order the data give $s_T$ and $G$. A faster rate with a smaller driving force gives the same $G$, so $K$ and $s_C$ separate only through $H$. At fixed $s_T$ and $G$, $d\ln H/dy_0=-1/(1-e^{-y_0})$ and $dy_0/ds_C=-\Omega/kT$. The two minus signs cancel:

$$\frac{\partial H}{\partial s_C}=\frac{\Omega}{kT}\frac{H}{1-e^{-y_0}}.$$

Let $r$ be the vector of values $1/R$, let $r^2$ hold their squares, and let $Q$ remove a constant and $r$. A quadratic regression gives $\sigma_H=e/|Qr^2|$. To leading order,

$$\sigma_{s_C}\simeq\frac{e}{|Qr^2|}\,
\frac{kT}{\Omega}\frac{1-e^{-y_0}}{H}.$$

Multiplying every rate by $f$ divides $|Qr^2|$ by $f^2$ and leaves $H$ unchanged. The error of $s_C$ therefore grows as $f^2$. This law is for one temperature. Several temperatures can add information through the temperature dependence of $y_0$ in $G$.

## Scheme

The fit uses the centred parameter $b=\ln B-Eu_r$, with $u_r$ taken at a temperature inside the measured range. At fixed $b$, raising $E$ also raises $\ln B$ by $u_r\,\delta E$, so the energy column becomes $-(u-u_r)g$.

```
input T, R, stress, error, L, M, Omega
choose u_r inside the measured range
for each starting value of E:
    sT = largest stress; sC = smallest stress
    choose b so that x = 1 at a middle rate and temperature
    repeat until step and misfit change are small:
        evaluate x, ln S, residuals, J
        solve the damped least-squares problem
        accept the step if chi-square falls
        otherwise increase the damping
keep the lowest minimum; compare the starts
ln B = b + E*u_r
scale J by errors and stated parameter units
take its singular values and vectors
project out sT, sC; compute u_star and its error
list null directions, then weak directions
refit with altered physics; report the biases
```

For $n$ data, one evaluation costs $O(n)$, and a dense least-squares step with $m$ parameters costs $O(nm^2)$ with $O(nm)$ storage. Here $m=4$. The closed form removes time stepping from the fit.

The logarithm should be evaluated from

$$S=(1-e^{-x})+e^{y_0-x},$$

using a function for $e^{-x}-1$ accurate at small $x$ and a log-sum of exponentials. Then $w=e^{y_0-x-\ln S}$ avoids the quotient of two large numbers. Singular values of $J$ are preferable to eigenvalues of $J^TJ$, because forming the product squares the condition number. Sizes of nonzero singular values depend on the parameter units, which must be stated; the rank does not.

The fit loses rank when all data share one temperature, because $B$ and $E$ then enter as one number. It is nearly singular when all $x$ are very small or all very large. Inverting a six-parameter $F$ with added damping would return finite errors for the invisible combinations, but those errors would describe the damping.

## Worked example

The synthetic film has $M=200$ GPa, $\Omega=0.0118$ nm³, $L=50$ nm, $s_T=0.5$ GPa and $s_C=-0.2$ GPa. The kinetic values are $D_0=10^{11}$ nm²/s, $c=2\times10^{-5}$, $E_d=0.45$ eV and $E_b=0.10$ eV. Thus $B=2cD_0=4\times10^6$ nm²/s and $E=0.55$ eV. Five rates from 0.05 to 5 nm/s at 300, 320, 340 and 360 K give twenty data with 10 MPa errors.

As a sample evaluation, take 320 K and 0.5 nm/s. Here $kT=0.02758$ eV. Since 1 GPa nm³ is 6.24 eV, $M\Omega=14.7$ eV and $kT/\Omega=0.374$ GPa. Then

$$x=\frac{14.7}{0.02758\times50\times0.5}
(4\times10^6)e^{-0.55/0.02758}\simeq0.186.$$

With more figures kept, $y_0=0.7/0.37441=1.8696$ and $S=1+5.486\times0.8302=5.554$. The stress is $-0.2+0.3744\ln5.554=0.442$ GPa, or 442 MPa. Over the whole set, $x$ runs from 0.0053 to 15.2, so both limits and the transition are sampled. Direct integration of the hop law at all twenty conditions agrees with the closed form to $1.6\times10^{-12}$ GPa.

Starts at $E=0.3$, 0.7 and 1.0 eV reach the same minimum, with $\chi^2=13.8$ for 16 degrees of freedom. The fit gives $s_T=0.504\pm0.003$ GPa, $s_C=-0.189\pm0.006$ GPa, $\ln B=14.91\pm0.28$ with $B$ in nm²/s, and $E=0.541\pm0.008$ eV.

The six-parameter singular values, in units of 0.1 GPa for stresses, one for logarithms and 0.0284 eV for energies, are 130, 30.1, 16.3, 3.47 and two numbers below $10^{-9}$. The last two are the null directions with numerical noise. Raising $D_0$ a hundredfold, lowering $c$ by the same factor, and moving 0.1 eV from $E_b$ to $E_d$ changes no stress by more than $4.4\times10^{-15}$ GPa.

The fourth value belongs to the compensation of prefactor and energy. Its vector has components near $-0.5$ for each of $\ln D_0$, $E_d$, $\ln c$ and $E_b$, and almost none for the stresses. One standard error along it is $1/3.47=0.29$ scaled units. It changes $\ln B$ by $2\times0.495\times0.29\simeq0.29$, which accounts for almost all of that parameter's error.

At the true parameters the correlation of $\ln B$ and $E$ is 0.997, and $T_*=337$ K. The error of the logarithmic rate factor there is 0.021, against 0.285 for $\ln B$. The single fit illustrates the difference: its $B$ is about 25% below the true value, while its rate factor at $T_*$ is within about 4%.

Four hundred repeated synthetic fits test these leading-order errors. They give 0.0060 GPa for $s_C$, 0.279 for $\ln B$ and 0.0081 eV for $E$, against Fisher values of 0.0061, 0.285 and 0.0083. Their best-known temperature is 336 K. When $E$ is displaced by two errors either way and the other parameters are refitted to noise-free data, $\chi^2$ rises by 4.07 and 3.93; a quadratic misfit would give 4.

The 300 K data alone behave differently. With $E$ held fixed, the Fisher error of $s_C$ is 2.4 GPa, larger than the full stress interval $s_T-s_C=0.7$ GPa. It should not be read as a Gaussian interval: these data limit $s_C$ from above, because it must lie below the measured stresses, but give it no useful lower bound. Multiplying all rates by 10 and 100 gives 288 and 29,300 GPa. The last tenfold step raises the error by a factor of 102, close to the predicted 100. The fast-growth formula gives 2.9, 294 and 29,400 GPa; its 24% excess in the first case reflects $x$ reaching about 0.5.

## Adding a diffusivity measurement

An independent value of $\ln D=\ln D_0-E_du$ at one temperature raises the rank from four to five. A second temperature raises it to six. If each value has error $e_D$, subtraction gives $E_d=(\ln D_2-\ln D_1)/(u_1-u_2)$ and

$$\mathrm{var}(E_d)=\frac{2e_D^2}{(u_1-u_2)^2}.$$

The stress data supply $E$ independently, and $E_b=E-E_d$, so

$$\mathrm{var}(E_b)=\mathrm{var}(E)+\frac{2e_D^2}{(u_1-u_2)^2}.$$

For $e_D=0.2$ at 300 and 360 K, $u_1-u_2=6.45$ eV⁻¹. The errors are 0.044 eV for $E_d$ and $\sqrt{0.0083^2+0.0439^2}=0.045$ eV for $E_b$. The diffusivity data then limit the separation; more stress data would improve it little.

## Physical limits of the fit

The modulus, stresses and rates are rough values meant for evaporated copper. The coverage and the division of $E$ into two barriers are illustrative, not established properties of such a film. Copper is elastically anisotropic, so $M$ depends on texture. Since stress contains only $MB$ here, assuming an $M$ that is 20% too high lowers the fitted $\ln B$ by $\ln1.2=0.18$.

The constant coverage is a stronger restriction. Deposition brings $R/a$ atoms per surface site per second. If they diffuse to surface sinks a distance $\ell$ apart, where the coverage is taken as zero, the steady balance $D\,d^2c/dz^2=-R/a$, with $z$ here measured along the surface, gives a mean coverage $R\ell^2/(12aD)$. For $\ell=5$ nm and the diffusivity used here, this runs from $9\times10^{-6}$ to 0.017, above the assumed $2\times10^{-5}$ at all but one of the twenty conditions. If deposition sets the coverage in this way and $\ell$ is fixed, $cD/R=\ell^2/(12a)$ and

$$x=\frac{M\Omega\,\ell^2p}{6akTL}.$$

Both $R$ and $E_d$ have then dropped out of $x$. The example therefore shows how the constant-coverage model is fitted; it does not predict the stress of a real copper film. Before $E$ is read as $E_d+E_b$, the coverage must be known to be nearly constant over the data.

Larger errors can come from neglected physics. Four altered, noise-free data sets were refitted with the original model. The misfits below exclude random noise, which would add about 16 on average.

**Grain growth.** Grains 1.3 times wider at 360 K than at 300 K, with $s_T\propto L^{-1/2}$, change a stress by up to 48 MPa. The misfit is 40, yet the bias in $E$ rounds to 0.0000 eV. The slower relaxation alone would lower the end-to-end slope by $\ln1.3/6.45=0.041$ eV; the changing $s_T$ and the refitting offset it. This cancellation depends on the assumed link between $s_T$ and $L$ and is no general protection: if $s_T$ stayed fixed, the bias in $E$ would remain, with almost no misfit to reveal it. The test changes only the grain width and $s_T$; it leaves out the tensile stress produced when boundaries disappear during grain growth.

**Rate-dependent coverage.** If $c\propto R^{0.1}$ at fixed $c_{eq}$, then $\mu_s$ rises by $0.1kT\ln(R/R_0)$ and $s_C$ falls by that amount divided by $\Omega$. With $R_0=0.5$ nm/s, stresses move by up to 105 MPa and $E$ by $+0.086$ eV, ten times its statistical error. The fitted $s_C$ moves to $-0.111$ GPa, about fifteen of its errors from the value $-0.2$ GPa at $R_0$. The misfit is 16, so a chi-square test on noisy data would reject the model in about 70% of data sets at the 5% level and in fewer than half at the 1% level; the warning is not reliable.

**Exchange along buried boundaries.** Let $\delta D_b$ be the boundary width times its diffusivity. The atom flux toward higher tension is $(\delta D_b/kT)\,\partial s/\partial z$ per unit boundary length, with $z$ measured along the boundary. Its divergence changes the boundary width; multiplying by $\Omega M/L$ gives a stress diffusivity

$$\kappa=\frac{M\Omega\,\delta D_b}{kTL}.$$

Exchange between neighbouring layers during one burial time is measured by $\kappa/(aR)$. Taking, for illustration, $\delta D_b=5\times10^{12}e^{-1.08\,\mathrm{eV}/kT}$ nm³/s, this number runs from $3.6\times10^{-5}$ to 3.2. A layer-by-layer solution changes stresses by up to 84 MPa and $E$ by $-0.008$ eV. The misfit is 13. The fitted $s_C$ moves to $-0.140$ GPa, ten times its statistical error, so a small bias in $E$ does not mean that the other parameters are safe. Burial is therefore not a sharp end to exchange in the slow, hot part of this example. At these temperatures $\delta D_b$ is very sensitive to its activation energy. With $3.9\times10^{11}e^{-0.751\,\mathrm{eV}/kT}$ nm³/s the exchange number runs from 0.9 to about $10^4$, so buried segments are active at nearly all conditions. Stresses then change by up to about 120 MPa, $E$ by $-0.006$ eV and $s_C$ to $-0.11$ GPa, with a misfit near 39.

**Linearized driving force.** Replacing $1-e^{-y}$ by $y$ gives $s=s_C+(s_T-s_C)e^{-x}$. This requires $y_0\ll1$, whereas here $y_0$ is 1.7 to 2.0. The two laws differ by up to 138 MPa. Refitting the linear-law data with the full law shifts $E$ by $-0.023$ eV, with misfit 33.

Of these four changes, at the sizes chosen here, rate-dependent coverage gives the largest bias in $E$. Fisher errors assume that the model is right and cannot include such a bias. A fit should therefore report the identifiable quantities $s_T$, $s_C$, the rate factor at $T_*$ and $E$, with their statistical errors and the model biases listed separately. The full stress table and remaining values are in the numerical output.

## Table of computed values

```
Modulus 200 GPa, atomic volume 0.0118 nm^3, grain 50 nm
Layer height 0.2277 nm, stress error 10 MPa
True sT 0.500 GPa, sC -0.200 GPa
True D0 1.00e+11 nm^2/s, Ed 0.450 eV
True coverage 2.0e-05, Eb 0.100 eV
True B 4.000e+06 nm^2/s, ln B 15.202, E 0.550 eV
y0 from 1.662 to 1.994; x from 0.0053 to 15.17
Rates (nm/s): 0.05 0.15 0.5 1.5 5
300 K model stress (MPa): 347.2 447.6 484.1 494.7 498.4
300 K synthetic data (MPa): 347.2 458.0 491.6 501.9 514.6
320 K model stress (MPa): 31.0 314.4 442.0 480.5 494.1
320 K synthetic data (MPa): 19.0 308.1 428.7 479.4 504.1
340 K model stress (MPa): -193.4 17.8 323.8 438.9 481.4
340 K synthetic data (MPa): -193.6 22.8 304.7 440.4 472.4
360 K model stress (MPa): -200.0 -188.7 78.4 336.6 449.0
360 K synthetic data (MPa): -182.2 -179.8 87.9 336.0 455.1
Largest closed-form minus hop-law stress: 1.6e-12 GPa
Starts reaching the same minimum: 3 of 3
Fit chi-square 13.81 for 16 degrees of freedom
Fitted sT: 0.5039 +- 0.0034 GPa
Fitted sC: -0.1894 +- 0.0061 GPa
Fitted ln B: 14.9103 +- 0.2813 (B in nm^2/s)
Fitted E: 0.5405 +- 0.0081 eV
Fisher errors at truth (GPa, GPa, 1, eV): 0.0033 0.0061 0.2854 0.0083
Errors from 400 fits (same units): 0.0033 0.0060 0.2785 0.0081
Parameter units for singular values: 0.1 GPa, 1 in logs, 0.02844 eV
Singular values, six parameters: 1.30e+02 3.01e+01 1.63e+01 3.47e+00 2.92e-10 7.02e-11
Weakest visible direction (sT,sC,lnD0,Ed,lnc,Eb): 0.014 -0.020 -0.495 -0.504 -0.495 -0.504
Finite move: D0 x100, c /100, Ed +0.1 eV, Eb -0.1 eV
Largest stress change in that move: 4.4e-15 GPa
Correlation of ln B and E: 0.99721
Best-known temperature: 337.17 K; repeated fits 336.45 K
Error of ln rate factor there: 0.0213; repeated fits 0.0211
Chi-square rise at E -2 and +2 errors: 4.073, 3.926
300 K only, rates x1: sC error 2.368 GPa, fast formula 2.938 GPa
300 K only, rates x10: sC error 287.6 GPa, fast formula 293.8 GPa
300 K only, rates x100: sC error 2.932e+04 GPa, fast formula 2.938e+04 GPa
Rank with 0, 1, 2 measurements of ln D: [4, 5, 6]
ln D error 0.2 at 300 and 360 K: Ed error 0.0439 eV, Eb error 0.0446 eV
Rough boundary diffusion: 5.0e+12 nm^3/s, 1.08 eV
Buried exchange number: 3.6e-05 to 3.17
grain width x1.3 from 300 to 360 K: max 48.3 MPa, E bias +0.0000 eV, chi-square 40.3
coverage as R^0.1: max 104.7 MPa, E bias +0.0859 eV, chi-square 15.9
buried-boundary exchange: max 83.9 MPa, E bias -0.0082 eV, chi-square 12.6
linearized driving force: max 137.9 MPa, E bias -0.0230 eV, chi-square 33.2
```
